# Surface area and saturation exposure of a hexagonal array of deep holes

## Question

A flat wafer carries a hexagonal array of straight, circular, blind holes. Their diameter is $d=100$ nm, the distance between centres of nearest neighbours is $p=200$ nm, and the depth is $L=10$ micrometres. The walls are smooth and vertical, and each hole ends in a flat floor. The surface is to be coated by atomic layer deposition.

The **enhancement** $S$ is the total exposed area (top face, side walls and floors) divided by the flat footprint of the array. Edges of the array are ignored.

**(a)** Find the area $A$ of the unit cell and the number of holes in it.

**(b)** Derive $S$ and evaluate it for the bare holes.

**(c)** How does the result change for a square array with the same $d$, $p$ and $L$? How does $S$ behave for shallow holes, and when all lengths in the plane are scaled together?

**(d)** Find $S$ after a conformal film of thickness $t=5$ nm has been deposited. Separately, for bare holes, find the effect of (i) a straight taper to a floor diameter of 80 nm, and (ii) a wall ripple of amplitude 2 nm and period 50 nm.

**(e)** Gas molecules in the hole collide with the walls but not with each other, and leave the walls in random directions following the cosine law. Let $G(x)$ be the number of collisions per unit wall area and time at depth $x$. Find the net flux $J$ along the hole, averaged over its cross-section, when $G$ varies slowly with $x$.

**(f)** A molecule striking a free site reacts irreversibly with probability $s\ll1$. A saturated surface has taken up $K$ molecules per unit true area. The collision rate at the mouth is held at $\Gamma$. Estimate the fluence $\Gamma\tau$ needed in a pulse of duration $\tau$ to reduce the free-site fraction at the floor to $\theta_L$.

**(g)** Take water vapour at 500 K and 0.1 Torr, $K=5$ nm$^{-2}$, $\theta_L=0.01$ and $s=0.01$. Find the number of molecules consumed per footprint and the pulse time. Is the exposure, relative to that of a flat wafer, equal to $S$? Repeat the comparison for $s=0.001$.

## Model answers

### (a) The unit cell

The two shortest lattice vectors have length $p$ and enclose $60^\circ$. They span a rhombus of area

$$A=p\cdot p\sin60^\circ=\frac{\sqrt3}{2}p^2=0.8660\times(200\ \text{nm})^2=34641\ \text{nm}^2 .$$

With a hole centred on each corner, the rhombus contains four sectors, of angles $60^\circ,120^\circ,60^\circ,120^\circ$. These add up to $360^\circ$, so the cell contains one hole.

### (b) The enhancement

The exposed areas in one cell are

- top face: $A-\pi d^2/4=34641-7854=26787$ nm$^2$;
- side wall, a cylinder unrolled into a rectangle: $\pi dL=3141593$ nm$^2$;
- floor: $\pi d^2/4=7854$ nm$^2$.

The floor restores exactly the area that the mouth removes from the top face. Therefore

$$S=\frac{(A-\pi d^2/4)+\pi dL+\pi d^2/4}{A}=1+\frac{\pi dL}{A}=1+\frac{2\pi dL}{\sqrt3\,p^2}.$$

The numbers give

$$S=1+\frac{3141593}{34641}=1+90.69=91.69\approx 92 .$$

The side walls alone contribute 90.69. If the holes had no floor and only the top face and walls were counted, the result would be $91.69-7854/34641=91.46$.

An independent count supports the formula. The hole density was found by counting lattice points in a disc of radius $300p$, the top face by sampling a cell at a million points, and the wall and floor by replacing the circle with 2000 straight facets. The result was 91.68.

### (c) Another lattice and two limits

A square cell has area $p^2=40000$ nm$^2$, so

$$S_\text{square}=1+\frac{3141593}{40000}=79.54 .$$

The hexagonal array packs more holes into the same footprint, by the factor $p^2/A=2/\sqrt3=1.155$. This factor multiplies the wall term, not the 1.

As $L\to0$, $S\to1$: a very shallow hole merely moves part of the flat surface downwards. If $d$ and $p$ are both multiplied by $c$ at fixed $L$, the wall term changes by $c/c^2=1/c$. Halving both lengths therefore doubles $S-1$. The formula requires separate holes, $d<p$.

### (d) Film, taper and ripple

**Film.** In a conformal film, every point of the new surface lies at distance $t$ from the original solid. The hole diameter falls to $d-2t$. The top face and the floor both rise by $t$, so the depth remains $L$. Treating the mouth as a sharp edge gives

$$S(t)=1+\frac{\pi(d-2t)L}{A}=1+0.90\times90.69=82.62 .$$

The film actually rounds the mouth. With $R=d/2$, the rounded part is a quarter circle of radius $t$ about the original edge, revolved around the hole axis. At angle $\varphi$ its distance from the axis is $R-t\cos\varphi$, so its area is

$$\int_0^{\pi/2}2\pi(R-t\cos\varphi)\,t\,d\varphi=2\pi t\left(\frac{\pi R}{2}-t\right)=2310\ \text{nm}^2 .$$

The straight wall now has length $L-t$ and radius $R-t$. Adding this wall, the floor $\pi(R-t)^2$ and the top face $A-\pi R^2$ gives $S=82.60$. The sharp-edge formula is sufficient here. In a hole this deep it stays sufficient until the hole is almost closed: at $t=49$ nm, with a radius of 1 nm left, its error in $S-1$ is still only 1.5 %.

**Taper.** The wall is a truncated cone. Its area is $\pi$ times the mean diameter times the slant length. The mean diameter is 90 nm, and the slant length $\sqrt{L^2+(10\ \text{nm})^2}$ is practically $L$. The floor is now smaller than the mouth, so the flat parts no longer add to 1:

$$S=0.90\times90.69+1-\frac{\pi(50^2-40^2)}{34641}=81.62+1-0.08=82.54 .$$

**Ripple.** Let the radius be $R+b\sin(2\pi x/\ell)$, with $b=2$ nm and $\ell=50$ nm. The slope amplitude is $m=2\pi b/\ell=0.251$. For small $m$, the wall length grows by the factor

$$\left\langle\sqrt{1+m^2\cos^2(2\pi x/\ell)}\right\rangle\approx1+\frac{m^2}{2}\left\langle\cos^2(2\pi x/\ell)\right\rangle=1+\frac{m^2}{4}=1.016 .$$

The variation of the radius averages out, because the sine is odd about its zeros while the length factor is even. Summing the areas of thin conical rings gives $S=93.11$. This ripple adds about 1.5 % to $S$, whereas the 5 nm film and the taper each remove about 10 %.

### (e) Flux along the hole

Consider a point in a cross-section at depth $x$. A molecule crossing it at polar angle $\alpha$ to the axis last left the wall at some other depth. If the distance to the wall, measured within the cross-section along the reversed azimuth, is $\rho$, the axial separation is $\rho\cot\alpha$.

For $s\ll1$ nearly every molecule that strikes the wall leaves it again, so the emission rate is also $G$. Cosine emission means that $G/\pi$ molecules pass per unit time, solid angle and area normal to their path. Crossing the section contributes a further projection factor $\cos\alpha$.

Over the short distances that matter, put $G(x\pm\rho\cot\alpha)=G(x)\pm G'\rho\cot\alpha$. Molecules moving deeper come from smaller $x$, and those moving outwards come from larger $x$. The constant terms cancel and the gradient terms add:

$$J_\text{point}=-\frac{2G'}{\pi}\int_0^{2\pi}\rho\,d\varphi\int_0^{\pi/2}\cot\alpha\cos\alpha\sin\alpha\,d\alpha .$$

The last integrand is $\cos^2\alpha$, whose integral is $\pi/4$. Hence $J_\text{point}=-(G'/2)\int\rho\,d\varphi$.

Now average over the circle. For a fixed azimuth, divide it into parallel chords at offset $h$ from the centre, of length $c=2\sqrt{R^2-h^2}$. Along one chord, $\int_0^c\rho\,d\rho=c^2/2=2(R^2-h^2)$. Summing over the chords,

$$\int_{-R}^{R}2(R^2-h^2)\,dh=4R^3-\frac{4R^3}{3}=\frac{8R^3}{3}.$$

All azimuths give the same value. Multiplying by $2\pi$ and dividing by the area $\pi R^2$ gives $16R/3=8d/3$, and therefore

$$J=-\frac{G'}{2}\cdot\frac{8d}{3}=-\frac43\,d\,\frac{dG}{dx}.$$

This is Knudsen diffusion. The minus sign sends molecules towards the region with fewer collisions.

For an open tube fed at one end and emptied at the other, this law makes $G$ fall linearly from $\Gamma$ to zero, and the transmitted fraction is $J/\Gamma=4d/(3L)=0.01333$ for $L/d=100$. A direct solution of the exchange of molecules between 1500 wall rings gives 0.01295. The diffusion law is thus about 3 % too high for this tube. It was derived for a point far from both ends.

### (f) Fluence for saturation

**Balance of molecules.** Let $\theta(x,t)$ be the fraction of free sites. In a slice of length $dx$, the wall removes $s\theta G\,\pi d\,dx$ molecules per unit time. Neglecting the change of the gas stored in the slice,

$$\frac{\pi d^2}{4}\frac{\partial J}{\partial x}=-\pi d\,s\theta G
\quad\Rightarrow\quad
\frac{\partial J}{\partial x}=-\frac{4s\theta G}{d}.$$

Inserting $J=-(4d/3)\,\partial G/\partial x$ and dividing by $-4d/3$ gives

$$\frac{\partial^2G}{\partial x^2}=\frac{3s\theta}{d^2}G .$$

**Balance of sites.** Each reaction uses up a share of the uptake $K$, so $K\,\partial\theta/\partial t=-s\theta G$. Define the local fluence $F(x)=\int_0^\tau G\,dt$. With all sites free at the start,

$$\theta=e^{-sF/K},\qquad \int_0^\tau s\theta G\,dt=K(1-\theta),$$

where $\theta$ now denotes the value at the end of the pulse. Integrating the equation for $G$ over the pulse turns it into

$$F''=\frac{3K}{d^2}(1-\theta).$$

At the floor, the arriving net flux equals the reaction rate: $-(4d/3)\,\partial G/\partial x=s\theta G$ at $x=L$. Its time integral is

$$F'(L)=-\frac{3K}{4d}(1-\theta_L).$$

**Solution.** Since $F''\ge0$ and $F'(L)<0$, the slope $F'$ is negative throughout the hole. The fluence is therefore smallest at the floor, which saturates last, and $1-\theta$ lies between $1-\theta_L$ and 1 everywhere. Replacing it by 1 gives an upper estimate within this model. Integrating upwards from the floor,

$$F'(x)=F'(L)-\int_x^LF''\,dx'=-\frac{3K}{4d}-\frac{3K}{d^2}(L-x),$$

$$F(0)=F(L)-\int_0^LF'\,dx=F(L)+\frac{3KL}{4d}+\frac{3KL^2}{2d^2}.$$

The required floor coverage fixes $F(L)=(K/s)\ln(1/\theta_L)$. At the mouth, $F(0)=\Gamma\tau$. With $a=L/d$,

$$\boxed{\frac{\Gamma\tau}{K}\approx\frac1s\ln\frac1{\theta_L}+\frac{3a}{4}+\frac{3a^2}{2}}$$

The first term is the exposure of a flat surface. The second carries molecules to the floor, and the third carries them to the side walls. The square has a simple origin: a deeper hole has more wall to supply, and the molecules must also diffuse farther to reach it. Within the diffusion model, the two transport terms are overestimated by at most the fraction $\theta_L$ of their value. The diffusion law itself errs in the other direction, because it overrates transport in a tube of finite length. For $a=100$, a direct solution of the exchange between wall rings, with $\Gamma$ entering through the mouth, raises the transport part by about 450. This is 3 % of the total, but six times the term $3a/4$. Only the term $3a^2/2$ of the transport part is therefore reliable, and the boxed formula is not an upper bound for the real hole.

The derivation needs $G$ to vary slowly over one diameter. Near unreacted walls, $G''=3sG/d^2$, so $G$ decays over a length $d/\sqrt{3s}$. This is $5.8d$ for $s=0.01$, but less than $d$ as $s$ approaches 1, where the diffusion description of the reaction front fails.

### (g) Water pulse and meaning of the result

**Consumption.** Full saturation consumes

$$KS=5\times91.69=458\ \text{molecules per nm}^2\text{ of footprint}.$$

This is where the enhancement enters directly: the array consumes $S$ times as many molecules as a flat wafer.

**Exposure.** For $a=100$, the transport terms are $75+15000=15075$. The flat-surface term is $\ln(100)/0.01=461$. Thus $\Gamma\tau/K=15536$.

The collision rate follows from the Maxwell distribution of the velocity component $u$ towards the surface. With molecular mass $m$ and gas density $n=P/k_BT$,

$$\Gamma=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty u\,e^{-mu^2/2k_BT}\,du
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi mk_BT}} .$$

For water of mass 18.015 u, $\Gamma=3.70\times10^5$ nm$^{-2}$ s$^{-1}$. Hence

$$\tau=\frac{5\times15536}{3.70\times10^5}\ \text{s}\approx0.21\ \text{s},$$

compared with 6.2 ms for the flat surface. The end effects noted in part (f) raise the pulse to about 0.22 s.

**Comparison with $S$.** At fixed pressure, temperature and final coverage, the exposure ratios are

| $s$ | flat $\Gamma\tau/K$ | holes $\Gamma\tau/K$ | ratio |
|---|---:|---:|---:|
| 0.01 | 461 | 15536 | 33.7 |
| 0.001 | 4605 | 19680 | 4.3 |

Neither ratio is 92. The enhancement counts molecules that react, while exposure counts all that arrive, including those that leave again. The two also depend on different things: $S$ changes with the pitch $p$, whereas the exposure ratio is set by $L/d$, $s$ and $\theta_L$. This holds only while the pressure at the mouth is maintained. A 300 mm wafer covered with this array takes up $3.2\times10^{19}$ molecules, a flow of about 340 standard cm$^3$ per minute during the pulse. If the reactor cannot deliver this, the pulse is limited by supply and grows with $S$. A less reactive molecule needs a longer pulse on both surfaces. The ratio falls because the flat surface already needs a long exposure; the holes have not become easier to coat. For $s=0.001$ their pulse rises to 0.27 s.

The dependence on depth also differs. Doubling $L$ at fixed $d$ and $p$ doubles $S-1$, but raises the transport terms from 15075 to $150+60000=60150$, nearly fourfold.

Stepping the site coverage through time, with 200 cells along the hole and fluence steps of $4K$ at the mouth, gives 15544 and 19632 for the two values of $s$. The first lies 0.05 % above the upper estimate. The continuous equations cannot exceed it: integrating $F''=(3K/d^2)(1-\theta)$ exactly gives 15515 and 19621, and halving the fluence step twice lowers the first stepped value to 15528 and 15522. The excess is thus the error of the finite step. This comparison tests the solution of the model, not the diffusion law. Without that law, the direct exchange between wall rings gives about 15960 and 20070, which lie 2.8 % and 2.0 % above the formula and change the ratios in the table to 34.7 and 4.4.

**Validity of the gas model.** A molecule of rough collision diameter $\sigma=0.3$ nm sweeps out a cross-section $\pi\sigma^2$. Including the factor $\sqrt2$ for the mean relative speed, its mean free path is $k_BT/(\sqrt2\pi\sigma^2P)=1.3\times10^6$ nm, or $1.3\times10^4$ hole diameters. With so rough a diameter this is an order of magnitude only. A carrier gas at a total pressure of 1 Torr would shorten the path about tenfold, still to roughly $10^3$ diameters. Inside the hole, collisions between molecules are therefore rare compared with collisions with the wall, and the wall controls the transport. The gas filling a hole at the mouth density amounts to about $10^{-5}$ of the molecules its surface takes up, which justifies neglecting gas storage.

**Relation to real structures.** Holes roughly 100 nm wide and several micrometres deep occur in stacked flash memory, and porous anodic alumina can form hexagonal arrays of comparable pores. An aspect ratio of 100 is demanding for etched holes. The temperature and pressure are ordinary for deposition from water vapour, while $K$ and especially $s$ are round model values. Etched holes often narrow with depth; the taper in part (d) lowers $S$ from 91.7 to 82.5. The pulse time is less certain than the area, because it assumes straight walls, constant pressure at the mouth and a single reaction probability, and omits desorption and reaction products.

## Values computed for the example and the checks

```
Hole diameter d = 100 nm
Pitch p = 200 nm
Depth L = 10000 nm
Aspect ratio L/d = 100
Cell area A = 34641 nm^2
Top face per cell = 26787 nm^2
Side wall per cell = 3141593 nm^2
Floor per cell = 7854 nm^2
Total area per cell = 3176234 nm^2
Side wall / footprint = 90.69
Enhancement S, formula = 91.69
Enhancement S, counted and faceted = 91.68
Square array, same pitch: S = 79.54
Film thickness t = 5 nm
S with film, formula = 82.62
S with film, rounded mouth = 82.60
Tapered hole, floor diameter = 80 nm
S with taper = 82.54
Wall ripple amplitude = 2 nm, period = 50 nm
S with ripple = 93.11
Tube transmission, wall exchange = 0.01295
Tube transmission, Knudsen 4d/(3L) = 0.01333
Uptake K = 5 molecules/nm^2
Molecules used per footprint K*S = 458 per nm^2
Free-site fraction at floor = 0.01
Transport part of F/K = 15075
Flat-surface F/K (s = 0.01) = 461
Hole F/K, formula (s = 0.01) = 15536
Hole F/K, time-stepped (s = 0.01) = 15544
Hole F/K, formula (s = 0.001) = 19680
Hole F/K, time-stepped (s = 0.001) = 19632
Exposure ratio hole/flat (s = 0.01) = 33.7
Exposure ratio hole/flat (s = 0.001) = 4.3
Water: mass = 18.015 u, T = 500 K, P = 0.1 Torr
Impingement rate = 3.701e+05 nm^-2 s^-1
Pulse for flat surface (s = 0.01) = 6.22 ms
Pulse for holes (s = 0.01) = 210 ms
Pulse for holes (s = 0.001) = 266 ms
Collision diameter (rough) = 0.3 nm
Mean free path = 1.29e+06 nm
Mean free path / hole diameter = 1.3e+04
Gas stored in hole / sites in hole = 9.6e-06
```
